\section*{Diffraction Orders in Air and the Half-Wavelength Pitch Limit}

Let light of wavelength 600 nm fall at $65^\circ$ from the normal on a row of parallel lines 330 nm apart, and let the lines re-radiate as identical thin emitters driven in step with the incident wave, with the electric field along the lines. Of the power they send upward, 49\% leaves in the direction of mirror reflection. Bring the lines to a pitch of 270 nm, and that share becomes 100\%. The second beam has not merely become faint: there is no direction in air left into which it could go. At $65^\circ$ this is so for every pitch below about 315 nm. Below half the wavelength, 300 nm, it is so at every angle of incidence.

Let the grating be periodic along $x$ with period $p$, uniform along $y$, and unlimited in both directions. Above it, at larger $z$, is air. The wavelength in air is $\lambda$, the wavenumber is $k=2\pi/\lambda$, and fields vary in time as $e^{-i\omega t}$. The incident wave travels downward at an angle $\theta<90^\circ$ from the normal, in a plane turned by the azimuth $\phi$ from the $x$ axis:
\begin{equation}
\mathbf E_{\rm inc}=\mathbf E_0\,e^{ik(s_{x,0}x+s_y y)-ikz\cos\theta},\qquad
s_{x,0}=\sin\theta\cos\phi,\quad s_y=\sin\theta\sin\phi .
\label{inc}
\end{equation}
The numbers $s_{x,0}$ and $s_y$ are direction cosines, the components along $x$ and $y$ of the unit vector in the direction of travel.

The simplest case is $\phi=0$, with the plane of incidence across the lines. The incident wave reaches line number $j$, at $x=jp$, with phase $kjp\sin\theta$. Seen from a distant point in the direction $\alpha$, the wave from that line has a path shorter by $jp\sin\alpha$ than the wave from line 0, so its phase changes by $-kjp\sin\alpha$. All lines add in step if the phase difference between neighbours is a whole multiple of $2\pi$, that is, if $kp(\sin\alpha-\sin\theta)=2\pi m$. Dividing by $k=2\pi/\lambda$ and writing $\theta_m$ for $\alpha$ gives
\begin{equation}
p(\sin\theta_m-\sin\theta)=m\lambda,\qquad m=0,\pm1,\pm2,\dots
\label{path}
\end{equation}
Angles are signed: $\theta_m$ is positive when the outgoing wave continues toward positive $x$, as the incident wave does. Thus $m=0$ is mirror reflection, $\theta_0=\theta$. The argument finds the directions of the beams, but it does not say what becomes of an order for which (\ref{path}) demands a sine larger than one. For that the field itself is needed.

Shift the whole arrangement by one period. The grating is unchanged, while by (\ref{inc}) the incident wave is multiplied by the constant $e^{iks_{x,0}p}$. The response is linear, and it is assumed to be fixed by the incident wave, with no undriven guided wave added to it. The scattered field must then acquire the same factor:
\begin{equation}
\mathbf E(x+p,y,z)=e^{iks_{x,0}p}\,\mathbf E(x,y,z).
\label{bloch}
\end{equation}
Consequently $\mathbf E\,e^{-iks_{x,0}x}$ is periodic in $x$ and has a Fourier series in $e^{2\pi imx/p}$. Because the grating is uniform along $y$, the same argument for a shift of any length along $y$ leaves the single factor $e^{iks_y y}$. Restoring the phase factor, one has
\begin{equation}
\mathbf E=\sum_m \mathbf c_m(z)\,e^{ik(s_{x,m}x+s_y y)},\qquad
s_{x,m}=\sin\theta\cos\phi+\frac{m\lambda}{p},
\label{orders}
\end{equation}
since $ks_{x,m}=ks_{x,0}+2\pi m/p$ and $(2\pi/p)/k=\lambda/p$. Each term is a diffraction order.

In the air above the lines every component of the field obeys the Helmholtz equation $\nabla^2\mathbf E+k^2\mathbf E=0$. Insert (\ref{orders}). Two derivatives along $x$ give $-k^2s_{x,m}^2$, and two along $y$ give $-k^2s_y^2$. The exponentials of different $m$ are orthogonal over a period, so each coefficient must satisfy its own equation:
\begin{equation}
\mathbf c_m''+k_{z,m}^2\mathbf c_m=0,\qquad
k_{z,m}^2=k^2\left(1-s_{x,m}^2-s_y^2\right).
\label{vertical}
\end{equation}
If the bracket is positive, $k_{z,m}$ is real and the solutions are $e^{\pm ik_{z,m}z}$. With the chosen time factor the upper sign travels upward, and the scattered field contains only this one, because its source lies below. If the bracket is negative, $k_{z,m}=i\kappa_m$ with $\kappa_m>0$. The solutions are then $e^{\mp\kappa_m z}$, and the growing one is excluded because the field must stay bounded. Such an order is called evanescent. In both cases $\mathbf c_m=\mathbf A_m e^{ik_{z,m}z}$. At the border, where $k_{z,m}=0$, the bounded solution is a constant, which the same formula includes.

Decay with height suggests that an evanescent order takes no power away, and the energy flux confirms it. Let $\mathbf k_m=(ks_{x,m},ks_y,k_{z,m})$. Faraday's law gives $\mathbf H_m=\mathbf k_m\times\mathbf E_m/(\omega\mu_0)$, and the absence of charge in air gives $\mathbf k_m\cdot\mathbf E_m=0$. The time-averaged vertical flux is $\tfrac12{\rm Re}(\mathbf E_m\times\mathbf H_m^*)_z$. Expanding the double vector product,
\begin{equation}
S_{z,m}=\frac{1}{2\omega\mu_0}\,{\rm Re}\left[k_{z,m}^*|\mathbf E_m|^2-E_{z,m}^*\,(\mathbf k_m^*\cdot\mathbf E_m)\right].
\end{equation}
The tangential components of $\mathbf k_m$ are real, so $\mathbf k_m^*\cdot\mathbf E_m=\mathbf k_m\cdot\mathbf E_m+(k_{z,m}^*-k_{z,m})E_{z,m}=(k_{z,m}^*-k_{z,m})E_{z,m}$. For real $k_{z,m}$ this vanishes. For imaginary $k_{z,m}$ both terms in the square bracket are imaginary and have no real part. Either way,
\begin{equation}
S_{z,m}=\frac{{\rm Re}(k_{z,m})}{2\omega\mu_0}\,|\mathbf E_m|^2 .
\label{flux}
\end{equation}
Products of two different orders average to zero over a period, so the fluxes of the scattered orders simply add. An order can therefore carry power away into air if and only if
\begin{equation}
s_{x,m}^2+s_y^2<1 .
\label{condition}
\end{equation}
How much it carries depends on its amplitude, which the shape and material of the lines determine. For $\phi=0$ the condition reads $|\sin\theta+m\lambda/p|<1$, which is just the demand that (\ref{path}) have a real angle as its solution.

Condition (\ref{condition}) has a simple picture. Plot $s_x$ and $s_y$ as coordinates in a plane. Every incident direction is a point inside the circle of radius one, and every direction of escape is also such a point. Order $m$ moves the incident point by $m\lambda/p$ parallel to the $s_x$ axis. No two points inside the circle are farther apart than its diameter, 2. If $p<\lambda/2$, even the smallest shift, $\lambda/p$, exceeds 2 and takes every starting point out of the circle. In symbols, for $m\neq0$,
\begin{equation}
|s_{x,m}|\ \ge\ \frac{|m|\lambda}{p}-|s_{x,0}|\ \ge\ \frac{|m|\lambda}{p}-\sin\theta\ >\ 2-1=1 ,
\label{proof}
\end{equation}
so (\ref{condition}) fails for every $\theta$ and $\phi$. The zero order is not shifted at all: $s_{x,0}^2+s_y^2=\sin^2\theta<1$, and it is never cut off. Its amplitude may still be small.

The limit cannot be relaxed if all angles are to be covered. Take $\phi=0$ and $\lambda/2<p<\lambda$. For order $-1$ the quantity $\sin\theta-\lambda/p$ is negative, so only its lower bound matters, $\sin\theta-\lambda/p>-1$, or
\begin{equation}
\sin\theta>\frac{\lambda}{p}-1 .
\label{opening}
\end{equation}
The right-hand side lies between 0 and 1, so an incidence angle exists beyond which the order is open. For $p=\lambda$ any tilt opens it, and for $p>\lambda$ it is open already at normal incidence. At $p=\lambda/2$ itself, (\ref{opening}) would require $\sin\theta>1$; the order reaches its border only in the limit of grazing incidence.

A given instrument may need less than this. At normal incidence $p<\lambda$ is enough. If the plane of incidence runs along the lines, $\phi=90^\circ$, then $s_{x,0}=0$ and the first orders are open only when $(\lambda/p)^2+\sin^2\theta<1$, that is, when $p>\lambda/\cos\theta$. Tilting the beam along the lines thus makes these orders harder to open, while tilting it across them makes order $-1$ easier to open. If a whole spectrum is used, the shortest wavelength gives the smallest shift $\lambda/p$ and is therefore the hardest to keep free of other orders; the condition for all angles is $p<\lambda_{\min}/2$.

For the numbers at the start, $\phi=0$ and $\sin65^\circ=0.9063$. At a pitch of 330 nm,
\begin{equation}
s_{x,-1}=0.9063-\frac{600}{330}=0.9063-1.8182=-0.9119 ,
\end{equation}
so order $-1$ leaves at $-65.8^\circ$, back toward the side from which the light came. By (\ref{opening}) it opens at $\arcsin(0.8182)=54.9^\circ$. At 480 nm the shift is only 1.25. The order then leaves at $-20.1^\circ$, and it opens at $14.5^\circ$. At 270 nm,
\begin{equation}
s_{x,-1}=0.9063-2.2222=-1.3159 ,
\end{equation}
which is no direction at all. The amplitude of the order falls by a factor $e$ over the height
\begin{equation}
\frac1{\kappa_{-1}}=\frac{\lambda}{2\pi\sqrt{s_{x,-1}^2-1}}
=\frac{600\ {\rm nm}}{2\pi\sqrt{1.3159^2-1}}=112\ {\rm nm}.
\end{equation}

The decay length depends on the incident direction, but below the half-wavelength limit it is bounded. The distance of the shifted point from the centre of the circle is at least $\lambda/p-\sin\theta$, which is larger than $\lambda/p-1$. Hence
\begin{equation}
\frac1{\kappa_m}<\frac{\lambda}{2\pi\sqrt{(\lambda/p-1)^2-1}}\qquad(m\neq0,\ p<\lambda/2).
\label{bound}
\end{equation}
For 270 nm the bound is 136 nm, approached at grazing incidence across the lines. As $p$ rises to $\lambda/2$ the bound grows without limit, so just below the threshold the field of the closed order can extend far above the surface at grazing incidence, although it still carries no power upward.

The power shares follow from the model of identical emitters. Let the lines be thin sources at $z=0$, of equal strength and with the phases of the incident wave, and let the field $E$ point along $y$. For some constant $S$,
\begin{equation}
(\nabla^2+k^2)E=S\sum_j e^{iks_{x,0}jp}\,\delta(x-jp)\,\delta(z).
\end{equation}
Multiply by $e^{-iks_{x,m}x}$ and average over a period containing the line $x=0$. The source term becomes $(S/p)\,\delta(z)$ for every $m$. The field $A_m e^{ik_{z,m}|z|}$ has a jump of slope $2ik_{z,m}A_m$ at $z=0$, which must equal $S/p$. So $|A_m|^2\propto1/|k_{z,m}|^2$, and by (\ref{flux}) the upward power of an open order is proportional to $1/k_{z,m}\propto1/\cos\theta_m$. With orders 0 and $-1$ open, the zero-order share is
\begin{equation}
\frac{1/\cos\theta_0}{1/\cos\theta_0+1/\cos\theta_{-1}}
=\frac{\cos\theta_{-1}}{\cos\theta_0+\cos\theta_{-1}} .
\end{equation}
At 330 nm the two beams are almost equally steep, $65^\circ$ and $65.8^\circ$, and the share is 0.493. At 480 nm it is 0.690. At 270 nm there is one open order and the share is 1. The first two values belong to this model of thin lines in air with the field along them. The action of the lines on one another does not alter them: by (\ref{bloch}) it changes $S$ equally for all lines, and $S$ cancels in the share. In a real grating the shares differ for other reasons. Lines of finite width and height give a source term that depends on $m$, a substrate adds its own reflection, and for a field in the plane of incidence a line does not radiate equally in all directions. The value 1 does not depend on the model, because it follows from (\ref{condition}) alone.

These statements were tested, for $\phi=0$ and $\theta=65^\circ$, by adding the cylindrical waves of thousands of separate lines, without assuming diffraction orders. The summed field obeys (\ref{bloch}), its orders 0 and $-1$ have the vertical wavenumbers of (\ref{vertical}), and its upward power equals the sum over open orders. In a second test the radiation of a finite patch was scanned over the directions in air. The number of bright beams agreed with (\ref{condition}) in all 60 scans, oblique azimuths included; 24 of them had pitches below $\lambda/2$, and each of these showed one beam. Since the azimuth makes no difference at normal incidence, 50 of the 60 scans, and 20 of the 24, are distinct cases. The values are in the numerical output.

A closed order is absent from the distant field, but not from the physics of the measurement. Inside the layer of lines, for $\phi=0$ and the electric field along $y$, the wave equation is $\nabla^2E+k^2\varepsilon(x,z)E=0$, where $E$ is now the total field and $\varepsilon$ is the permittivity relative to air. With $\varepsilon=\sum_n\varepsilon_n(z)e^{2\pi inx/p}$, the part belonging to the zero order is
\begin{equation}
c_0''-k^2s_{x,0}^2c_0+k^2\sum_n\varepsilon_{-n}(z)\,c_n=0 .
\end{equation}
The term with $n=0$ contains the average permittivity at each height, which depends on the line width there. The closed orders $c_n$ enter through the other Fourier components of the line profile. The mirror-reflected beam can therefore carry information about the shape of lines that are too closely spaced to produce any other beam in air. Scatterometry of such gratings makes use of this dependence on shape.

The half-wavelength limit concerns the air side. In a transparent substrate of refractive index $n>1$ the tangential wavenumbers are the same, but the total wavenumber is $nk$, so the circle of open directions has radius $n$. The chain (\ref{proof}) then closes all nonzero orders at every angle if $\lambda/p-1>n$, that is, if
\begin{equation}
p<\frac{\lambda}{1+n}.
\end{equation}
For $n=1.5$ and 600 nm this is 240 nm. The grating of 270 nm pitch fails it: at $65^\circ$ its order $-1$ has $|s_{x,-1}|=1.3159<1.5$ and travels in the substrate while it is closed in air. Power missing from the reflected beam may thus have gone into a diffracted beam below the surface.

The period in the condition must also be the true one. Suppose that lines are nominally $p_0=200$ nm apart, but every second line is displaced by $\delta=10$ nm. The pattern now repeats after $2p_0=400$ nm, which is above 300 nm. Its order $-1$ has $s_{x,-1}=0.9063-600/400$ and leaves at $-36.4^\circ$. For identical isotropic lines of fixed strength, the two lines of one period contribute to this beam with a phase difference $(\pi/p_0)(p_0+\delta)=\pi+\pi\delta/p_0$, because $k(s_{x,0}-s_{x,-1})=2\pi/(2p_0)=\pi/p_0$. In the mirror-reflected beam they add in step. For a finite patch of lines seen from a fixed large distance, the peak intensity of the extra beam relative to that of the mirror-reflected beam is therefore
\begin{equation}
\left|\frac{1+e^{i\pi+i\pi\delta/p_0}}{2}\right|^2
=\frac{1-\cos(\pi\delta/p_0)}{2}
=\sin^2\frac{\pi\delta}{2p_0}=0.0062 .
\end{equation}
It vanishes for $\delta=0$, when the true period is again 200 nm, and grows as $\delta^2$ for small displacements. The ratio of the beam powers also contains the factor $\cos\theta_0/\cos\theta_{-1}=0.525$, because the power of each order is proportional to $1/\cos\theta_m$ as found above; it is 0.0032. In this model of identical lines, a weak beam where the nominal pitch allows none is a sign that the line spacing is not uniform but repeats over a longer period. In a real grating, equally spaced lines that alternate in width can produce such a beam too, so the beam reveals the longer period but not its cause. Random displacements and rough edges break the periodicity altogether, so (\ref{bloch}) no longer holds and light can be scattered into other directions as well.

\section*{Calculated quantities}
\begin{verbatim}
wavelength = 600 nm
incidence angle = 65 deg, sine = 0.9063
half-wavelength pitch limit = 300 nm
pitch 270 nm: wavelength/pitch = 2.2222
  order -1 direction cosine = -1.3159
  order -1 amplitude decay length = 111.6 nm
  same from line sum = 111.6 nm
  zero-order share of upward power = 1.0000
pitch 330 nm: wavelength/pitch = 1.8182
  order -1 direction cosine = -0.9119
  order -1 angle = -65.77 deg
  zero-order share of upward power = 0.4927
  order -1 opening angle = 54.90 deg
  beams 3 deg below, above opening = 1, 2
pitch 480 nm: wavelength/pitch = 1.2500
  order -1 direction cosine = -0.3437
  order -1 angle = -20.10 deg
  zero-order share of upward power = 0.6896
  order -1 opening angle = 14.48 deg
  beams 3 deg below, above opening = 1, 2
direction scans agreeing with order condition = 60
scans with pitch below half wavelength, one beam = 24
longest decay length at pitch 270 nm = 135.9 nm
substrate index = 1.5
beams at 270 nm pitch in air, substrate = 1, 2
pitch limit for zero order only in substrate = 240 nm
nominal spacing = 200 nm, shift = 10 nm
true period = 400 nm
extra beam angle = -36.42 deg
extra beam / specular intensity = 0.00616
\end{verbatim}
